# Onset of the density correction for protons in silicon: test program

```python
# Result under test: the density correction delta to the stopping of a fast
# charge is zero when beta^2 * eps(0) <= 1 and positive above that speed.
# eps(w): local permittivity; w: photon energy in eV (hbar*w); l: energy on
# the imaginary axis, w = i*l; wp2: squared total plasma energy in eV^2.
# delta is measured from the Bethe formula with I of the same medium.
# A model is a list of (strength eV^2, resonance eV, damping eV).
import numpy as np
from scipy import constants as C
from scipy.integrate import quad
from scipy.optimize import brentq

EPS0 = 11.7
MP = C.m_p * C.c**2 / C.e / 1e6       # proton rest energy, MeV
ME = C.m_e * C.c**2 / C.e             # electron rest energy, eV
LATTICE = 0.5431e-9                   # silicon cubic cell edge, m
n_e = 8 * 14 / LATTICE**3


def plasma2(density, mass=C.m_e):
    return (C.hbar / C.e)**2 * density * C.e**2 / (C.epsilon_0 * mass)


def beta2(T):
    return 1 - 1 / (1 + T / MP)**2


def threshold(e):
    return MP * (np.sqrt(e / (e - 1)) - 1)


def eps(model, w):
    return 1 + sum(s / (r*r - w*w - 1j*g*w) for s, r, g in model)


def total(model):
    return sum(s for s, r, g in model)


def grid(h):
    return np.exp(np.arange(np.log(1e-7), np.log(1e13), h))


def delta_real(model, b2, h=0.002):
    """Density correction from its definition, on real frequencies."""
    w = grid(h)
    e = eps(model, w)
    J = -h * np.sum(w*w * np.imag((1/e - b2) * np.log(1 - b2*e)))
    return -np.log(1 - b2) - b2 + 2*J / (np.pi * total(model))


def root_l(model, b2):
    f = lambda l: 1 - b2 * eps(model, 1j*l).real
    if f(1e-10) >= 0:
        return 0.0
    return brentq(f, 1e-10, 1e6, xtol=1e-15, rtol=1e-13)


def delta_axis(model, b2):
    """Density correction from the derived imaginary-axis formula."""
    l0 = root_l(model, b2)
    if l0 == 0:
        return 0.0
    f = lambda x: x * (b2 - 1 / eps(model, 1j*l0*x).real)
    return 2*l0**2 / total(model) * quad(f, 0, 1, epsabs=0,
                                        epsrel=1e-9, limit=200)[0]


def distant(model, b2, kv, h=0.002):
    """Distant stopping number; kv = hbar * k_c * v in eV."""
    w = grid(h)
    e = eps(model, w)
    log_part = 0.5 * np.log(1 + kv**2 / (w*w * (1 - b2*e)))
    return -2*h / (np.pi*total(model)) * np.sum(
        w*w * np.imag((1/e - b2) * log_part))


wp2 = plasma2(n_e)
core = [(wp2*8/14, 260.0, 50.0), (wp2*2/14, 3500.0, 500.0)]
core_static = sum(s/r**2 for s, r, g in core)
sv = wp2 * 4/14
wv = np.sqrt(sv / (EPS0 - 1 - core_static))
si = [(sv, wv, 2.0)] + core
# Other valence line shape, same static permittivity
rest = EPS0 - 1 - core_static - (sv/2) / 4.0**2
assert rest > 0
other = [(sv/2, 4.0, 1.0), (sv/2, np.sqrt(sv/2/rest), 2.0)] + core
sharp = [(s, r, 0.0) for s, r, g in si]

# Maxwell's equations solved as a linear system, units c = epsilon_0 = 1
v, w1, kp, e1 = 0.4, 1.3, 0.9, 7.0 + 2.0j
k = np.array([kp, 0, w1/v])
M = np.outer(k, k) - (k @ k)*np.eye(3) + w1**2*e1*np.eye(3)
field = np.linalg.solve(M, -1j*w1*np.array([0, 0, 1.0]))[2]
lam2 = w1**2/v**2 * (1 - v*v*e1)
derived = -1j*w1/v**2 * (1/e1 - v*v) / (kp**2 + lam2)
assert abs(field - derived) < 1e-11 * abs(derived)

# Sum rule, mean excitation energy and dispersion relation
h = 0.002
w = grid(h)
e = eps(si, w)
loss = np.imag(-1/e)
sum_rule = 2*h/(np.pi*wp2) * np.sum(w*w*loss)
I_mean = np.exp(2*h/(np.pi*wp2) * np.sum(w*w*loss*np.log(w)))
assert abs(sum_rule - 1) < 1e-7
axis_values = []
for l in (0.01, 1.0, 10.0, 300.0):
    kk = 1 + 2*h/np.pi * np.sum(w*w*e.imag/(w*w + l*l))
    direct = eps(si, 1j*l).real
    assert abs(kk - direct) < 1e-6
    axis_values.append(direct)
assert np.all(np.diff(axis_values) < 0)
radius, angle = np.meshgrid(np.logspace(-2, 5, 200),
                            np.linspace(0.01, np.pi/2 - 0.01, 80))
assert np.all(eps(si, radius*np.exp(1j*angle)).imag > 0)

# Threshold test: two line shapes, both sides of the threshold
T0 = threshold(EPS0)
worst_below, worst_above = 0.0, 0.0
for model in (si, other):
    assert abs(eps(model, 0.0).real - EPS0) < 1e-10
    for T in (5.0, 30.0, 0.98*T0):
        worst_below = max(worst_below, abs(delta_real(model, beta2(T))))
    for T in (1.1*T0, 60.0, 100.0, 1000.0):
        a, b = delta_real(model, beta2(T)), delta_axis(model, beta2(T))
        assert b > 1e-7
        worst_above = max(worst_above, abs(a - b))
assert worst_below < 1e-8 and worst_above < 1e-8

# Full distant stopping number in the limit of a large cutoff
for T in (30.0, 1000.0):
    b2 = beta2(T)
    want = (np.log(1e8/I_mean/np.sqrt(1 - b2)) - b2/2
            - delta_axis(si, b2)/2)
    assert abs(distant(si, b2, 1e8) - want) < 1e-4


def bethe(T):
    b2 = beta2(T)
    return np.log(2*ME*b2/(1 - b2)/I_mean) - b2


# Distant plus close collisions; finite cutoff leaves a small mismatch
b2 = beta2(100.0)
kv = 4e4
Tc, Tmax = kv**2/(2*ME*b2), 2*ME*b2/(1 - b2)
close = 0.5*quad(lambda x: 1 - b2*np.exp(x)/Tmax,
                 np.log(Tc), np.log(Tmax))[0]
join_error = (distant(si, b2, kv) + close
              - bethe(100.0) + delta_axis(si, b2)/2)
assert abs(join_error) < 0.03

# Quadratic onset when there is no absorption at low frequency
b2 = 1.001/EPS0
curv = sum(s/r**4 for s, r, g in sharp)
onset = EPS0**2*(b2 - 1/EPS0)**2/(2*curv*wp2)
onset_ratio = delta_axis(sharp, b2)/onset
assert abs(onset_ratio - 1) < 0.02

# Free carriers remove the threshold: strong carrier response as a test
metal = si + [(25.0, 0.0, 1.0)]
d_metal = delta_real(metal, beta2(30.0))
assert d_metal > 1e-6
assert abs(d_metal - delta_axis(metal, beta2(30.0))) < 1e-8
m_car, mobility, n_car = 0.26*C.m_e, 0.14, 1e21
rate = C.hbar/(m_car*mobility)        # hbar/tau in eV
doped = si + [(plasma2(n_car, m_car), 0.0, rate)]
d_doped = delta_axis(doped, beta2(30.0))
assert 0 < d_doped < 1e-8

# Optical frequencies satisfying the Cherenkov condition below T0
band = w[e.real > 1/beta2(40.0)]
assert 40.0 < T0 and len(band) > 0

bt = beta2(T0)
assert abs(bt*EPS0 - 1) < 1e-12
shift = abs(delta_real(si, beta2(100.0), 0.004)
            - delta_real(si, beta2(100.0), 0.002))
assert shift < 1e-8
y2 = C.alpha**2/bt
bloch = y2*sum(1/(j*(j*j + y2)) for j in range(1, 2000))
mass_ratio = C.m_e/C.m_p
recoil = 0.5*np.log(1 + 2*mass_ratio/np.sqrt(1 - bt) + mass_ratio**2)
shell = 2/14*(14*C.alpha)**2/bt

print(f"static permittivity: {EPS0:.1f}")
print(f"proton rest energy: {MP:.3f} MeV")
print(f"threshold beta: {np.sqrt(bt):.5f}")
print(f"threshold gamma: {1/np.sqrt(1-bt):.5f}")
print(f"threshold proton energy: {T0:.2f} MeV")
for value in (11.6, 11.8):
    print(f"threshold for eps0={value}: {threshold(value):.2f} MeV")
print(f"silicon cell edge: {LATTICE*1e9:.4f} nm")
print(f"electron density: {n_e/1e27:.1f} nm^-3")
print(f"total plasma energy: {np.sqrt(wp2):.2f} eV")
for name, (s, r, g) in zip(("valence", "L", "K"), si):
    print(f"{name}: strength {s:.1f} eV^2, resonance {r:.2f} eV, "
          f"damping {g:.0f} eV")
print(f"model mean excitation energy: {I_mean:.1f} eV")
print(f"largest |delta| below threshold, quadrature: {worst_below:.1e}")
print(f"largest formula mismatch above: {worst_above:.1e}")
print(f"step-doubling shift of delta at 100 MeV: {shift:.1e}")
print("T MeV | beta^2 | l0 eV | delta damped | delta undamped | "
      "stopping cut %")
for T in (30.0, 60.0, 100.0, 200.0, 1000.0):
    b2 = beta2(T)
    d, u = delta_axis(si, b2), delta_axis(sharp, b2)
    print(f"{T:.0f} | {b2:.5f} | {root_l(si,b2):.3f} | {d:.3e} | "
          f"{u:.3e} | {50*d/bethe(T):.2e}")
number = bethe(T0)
coulomb = C.e**2/(4*np.pi*C.epsilon_0)
power = 4*np.pi*n_e*coulomb**2/(C.m_e*C.c**2*bt)*number/C.e*1e-9
print(f"Bethe stopping number at threshold: {number:.3f}")
print(f"model stopping power at threshold: {power:.3f} eV/nm")
print(f"distant-close joining mismatch at 100 MeV: {join_error:.4f}")
print(f"undamped onset, exact/quadratic law: {onset_ratio:.4f}")
print(f"Cherenkov-condition band at 40 MeV: {band[0]:.2f} to "
      f"{band[-1]:.2f} eV")
print(f"carrier density in doping check: {n_car/1e6:.0e} cm^-3")
print(f"carrier mass: {m_car/C.m_e:.2f} m_e; mobility: "
      f"{mobility*1e4:.0f} cm2/Vs")
print(f"delta from these carriers at 30 MeV: {d_doped:.1e}")
print(f"delta, strong-carrier test at 30 MeV: {d_metal:.2e}")
print(f"rough K-shell correction to stopping number: {shell:.3f}")
print(f"Bloch correction size: {bloch:.1e}")
print(f"recoil correction size: {recoil:.1e}")
print("all good")
```

Running it gives:

```
static permittivity: 11.7
proton rest energy: 938.272 MeV
threshold beta: 0.29235
threshold gamma: 1.04569
threshold proton energy: 42.87 MeV
threshold for eps0=11.6: 43.26 MeV
threshold for eps0=11.8: 42.48 MeV
silicon cell edge: 0.5431 nm
electron density: 699.2 nm^-3
total plasma energy: 31.05 eV
valence: strength 275.4 eV^2, resonance 5.08 eV, damping 2 eV
L: strength 550.9 eV^2, resonance 260.00 eV, damping 50 eV
K: strength 137.7 eV^2, resonance 3500.00 eV, damping 500 eV
model mean excitation energy: 199.0 eV
largest |delta| below threshold, quadrature: 2.2e-14
largest formula mismatch above: 4.1e-12
step-doubling shift of delta at 100 MeV: 1.6e-14
T MeV | beta^2 | l0 eV | delta damped | delta undamped | stopping cut %
30 | 0.06101 | 0.000 | 0.000e+00 | 0.000e+00 | 0.00e+00
60 | 0.11660 | 2.410 | 7.847e-05 | 1.696e-04 | 6.13e-04
100 | 0.18335 | 5.099 | 1.144e-03 | 1.767e-03 | 8.33e-03
200 | 0.32054 | 9.280 | 8.805e-03 | 1.149e-02 | 5.89e-02
1000 | 0.76567 | 28.984 | 1.605e-01 | 1.792e-01 | 8.95e-01
Bethe stopping number at threshold: 6.088
model stopping power at threshold: 2.540 eV/nm
distant-close joining mismatch at 100 MeV: 0.0064
undamped onset, exact/quadratic law: 1.0001
Cherenkov-condition band at 40 MeV: 1.46 to 4.62 eV
carrier density in doping check: 1e+15 cm^-3
carrier mass: 0.26 m_e; mobility: 1400 cm2/Vs
delta from these carriers at 30 MeV: 1.1e-12
delta, strong-carrier test at 30 MeV: 4.24e-05
rough K-shell correction to stopping number: 0.017
Bloch correction size: 7.5e-04
recoil correction size: 5.7e-04
all good
```
